# Exchange Splitting of a Quantum Dot Level by Ferromagnetic Leads

A quantum dot placed between two ferromagnetic contacts passes current by way of a single level. In Julliere's picture of a magnetic junction the barrier is passive: the resistance follows from the spin-resolved densities of states of the two metals. A dot is not passive. It can hold one electron whose spin is free, and this electron keeps making short virtual excursions into the magnets. Do these excursions give the two spin directions different energies when no field acts on the dot, and can a gate control the difference?

Take one orbital with energy $\varepsilon$, measured from the Fermi energy of the leads, and a repulsion $U$ between two electrons in it. The Hamiltonian is

$$H=\varepsilon\sum_\sigma n_\sigma+U n_\uparrow n_\downarrow+\sum_{k\sigma}\varepsilon_{k\sigma}c^\dagger_{k\sigma}c_{k\sigma}+\sum_{k\sigma}V_{k\sigma}\left(c^\dagger_{k\sigma}d_\sigma+d^\dagger_\sigma c_{k\sigma}\right),$$

with $n_\sigma=d^\dagger_\sigma d_\sigma$ and real $V_{k\sigma}$. The magnetisations are collinear and tunnelling conserves spin. The leads enter through the widths

$$\Gamma_\sigma=2\pi\sum_k V_{k\sigma}^2\,\delta(\omega-\varepsilon_{k\sigma}),\qquad \Gamma_\uparrow=\Gamma(1+P),\quad \Gamma_\downarrow=\Gamma(1-P).$$

Here $\Gamma$ is the mean over spin of the full width, summed over leads, and $P$ is the polarization of the widths. "Flat band" means that each $\Gamma_\sigma$ is constant for $-D<\omega<D$ and zero outside. Since widths add over leads, two identical contacts with antiparallel magnetisations give $P=0$.

The dot is singly occupied when $-U<\varepsilon<0$. Without tunnelling, the states $|\uparrow\rangle$ and $|\downarrow\rangle$, each combined with the filled Fermi sea, have equal energy. Tunnelling changes the dot charge by one, so it has no first-order effect, and spin conservation forbids mixing of these two states. The first energy shift is therefore of second order: minus the squared matrix element over the energy cost, summed over intermediate states.

For a dot electron of spin $\sigma$ there are two kinds of intermediate state. The electron may leave for an empty lead state at $\omega>0$. The dot loses $\varepsilon$ and the lead gains $\omega$, so the cost is $\omega-\varepsilon$. Alternatively, an electron may enter from a filled state at $\omega<0$. The Pauli principle requires it to have spin $-\sigma$. The dot energy rises from $\varepsilon$ to $2\varepsilon+U$ and the lead loses $\omega$, so the cost is $\varepsilon+U-\omega$. Both costs are positive. Replacing $\sum_k V_{k\sigma}^2$ by $\int d\omega\,\Gamma_\sigma/2\pi$ gives, at zero temperature,

$$E_\sigma-\varepsilon=-\frac{\Gamma_\sigma}{2\pi}A-\frac{\Gamma_{-\sigma}}{2\pi}B,$$

$$A=\int_0^D\frac{d\omega}{\omega-\varepsilon}=\ln\frac{D-\varepsilon}{|\varepsilon|},\qquad B=\int_{-D}^0\frac{d\omega}{\varepsilon+U-\omega}=\ln\frac{D+U+\varepsilon}{U+\varepsilon}.$$

Leaving favours the spin with the larger width; entering favours the opposite spin. Subtracting the two energies, with $\Gamma_\uparrow-\Gamma_\downarrow=2P\Gamma$,

$$\Delta\equiv E_\uparrow-E_\downarrow=-\frac{\Gamma_\uparrow-\Gamma_\downarrow}{2\pi}(A-B)=\frac{P\Gamma}{\pi}\left[\ln\frac{|\varepsilon|}{U+\varepsilon}-\ln\frac{D-\varepsilon}{D+U+\varepsilon}\right].$$

For $D\gg U$ the last logarithm tends to $\ln 1=0$, leaving

$$\boxed{\Delta=\frac{P\Gamma}{\pi}\ln\frac{|\varepsilon|}{U+\varepsilon}}$$

A gate moves $\varepsilon$ linearly, so the splitting depends logarithmically on gate voltage. Take $P>0$. Near the empty dot, $|\varepsilon|<U+\varepsilon$ and $\Delta<0$: leaving is cheap and the spin with the larger width lies lower. Near double occupation entering is cheap and the spin with the smaller width lies lower. With $\varepsilon=-U/2+x$ and $|x|\ll U$,

$$\Delta=\frac{P\Gamma}{\pi}\ln\frac{U/2-x}{U/2+x}\simeq-\frac{4P\Gamma}{\pi U}\,x .$$

The limit $U\to\infty$ at fixed $\varepsilon$ and $D$ behaves differently. The point $\varepsilon=-U/2$ then moves out of reach, entering is too costly, $B\to0$, and $\Delta\to-(P\Gamma/\pi)\ln[(D-\varepsilon)/|\varepsilon|]$. This never changes sign and it depends on the bandwidth. The sign change and the cancellation of $D$ both come from the competition between the two processes.

At $\varepsilon=-U/2$ the finite-band expression vanishes for every $D$, which suggests a symmetry. Suppose that the lead levels of each spin come in pairs, $\varepsilon_{\bar k\sigma}=-\varepsilon_{k\sigma}$, with $V_{\bar k\sigma}=V_{k\sigma}$. Exchange particles and holes by

$$d_\sigma\to d^\dagger_\sigma,\qquad c_{k\sigma}\to-c^\dagger_{\bar k\sigma}.$$

In the tunnelling term, $c^\dagger_{k\sigma}d_\sigma\to-c_{\bar k\sigma}d^\dagger_\sigma=d^\dagger_\sigma c_{\bar k\sigma}$, so the sum over $k$ is unchanged. In the lead term, $\varepsilon_{k\sigma}n_{k\sigma}\to\varepsilon_{k\sigma}(1-n_{\bar k\sigma})=\varepsilon_{k\sigma}+\varepsilon_{\bar k\sigma}n_{\bar k\sigma}$, and the constants cancel in pairs. The dot term becomes

$$\varepsilon\sum_\sigma(1-n_\sigma)+U(1-n_\uparrow)(1-n_\downarrow)=(2\varepsilon+U)-(\varepsilon+U)\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow,$$

which is the original one if $\varepsilon=-U/2$. With $L$ lead levels per spin, $L$ even, the map takes particle numbers $(N_\uparrow,N_\downarrow)$ to $(L+1-N_\uparrow,L+1-N_\downarrow)$. It therefore exchanges $(L/2+1,L/2)$ with $(L/2,L/2+1)$, the sectors that grow out of $|\uparrow\rangle$ and $|\downarrow\rangle$. Their lowest energies are equal for any tunnelling strength. The zero at $-U/2$ thus holds to all orders in $\Gamma$, provided that each spin band is symmetric about the Fermi energy.

Diagonalizing the interacting dot with a six-level lead tests this. With $U=4$ meV, $P=0.3$ and a coupling as strong as $\Gamma=U$, the two energies at $-U/2$ agree within $10^{-9}$ meV. Stretching the upper lead levels by a factor 1.5 breaks the symmetry and produces a splitting of 38.6 µeV.

Real ferromagnetic bands lack this symmetry. Let the band of spin $\sigma$ extend from $-B_\sigma$ to $T_\sigma$, with all edges far larger than $U$. The leaving process then contains $\ln(T_\sigma/|\varepsilon|)$ and the entering process $\ln[B_{-\sigma}/(U+\varepsilon)]$. Repeating the subtraction adds to $\Delta$ the offset

$$\Delta_0=-\frac{1}{2\pi}\left[\Gamma_\uparrow\ln\frac{T_\uparrow}{B_\uparrow}-\Gamma_\downarrow\ln\frac{T_\downarrow}{B_\downarrow}\right],$$

which does not depend on the gate at this accuracy. Suppose that the spin with the larger width, $\uparrow$, is also the majority spin of the magnet. If its band is rigidly lowered by $S/2$ and the minority band raised by $S/2$, then $T_\uparrow=B_\downarrow=D-S/2$ and $B_\uparrow=T_\downarrow=D+S/2$. Both logarithms have size $\lambda=\ln[(D+S/2)/(D-S/2)]$, with opposite signs, so

$$\Delta_0=\frac{(\Gamma_\uparrow+\Gamma_\downarrow)\lambda}{2\pi}=\frac{\Gamma\lambda}{\pi}.$$

The total vanishes where $\ln[|\varepsilon|/(U+\varepsilon)]=-\lambda/P$. Since $U+\varepsilon=U-|\varepsilon|$, this gives $\varepsilon=-U/(1+e^{\lambda/P})$, which lies above $-U/2$.

At finite temperature the lead occupations are given by the Fermi function $f$. The leaving integral becomes the principal value of $\int_{-D}^{D}d\omega\,(1-f)/(\omega-\varepsilon)$. Integration by parts turns it into $\ln(D-\varepsilon)-\langle\ln|\omega-\varepsilon|\rangle$, where the brackets denote an average with weight $-f'(\omega)$. The substitution $\omega\to-\omega$ brings the entering integral to the same form with $\varepsilon$ replaced by $-(U+\varepsilon)$. Hence, for a wide band,

$$\Delta(T)=\frac{P\Gamma}{\pi}\Big[\langle\ln|\omega-\varepsilon|\rangle-\langle\ln|\omega+U+\varepsilon|\rangle\Big].$$

When $kT$ is small compared with $|\varepsilon|$ and $U+\varepsilon$, expand the logarithms to second order in $\omega$ and use $\langle\omega\rangle=0$, $\langle\omega^2\rangle=\pi^2(kT)^2/3$:

$$\Delta(T)-\Delta(0)\simeq-\frac{P\Gamma}{\pi}\,\frac{\pi^2(kT)^2}{6}\left[\frac{1}{\varepsilon^2}-\frac{1}{(U+\varepsilon)^2}\right].$$

For numbers, consider an InAs dot with nickel contacts in a dilution refrigerator, with rough typical values $U=4$ meV, $\Gamma=0.4$ meV, $P=0.3$, $g$-factor magnitude 8 and $T=0.1$ K. The prefactor is $P\Gamma/\pi=0.3\times0.4/\pi$ meV $=38.2$ µeV. At $\varepsilon=-U/4=-1$ meV,

$$\Delta=38.2\ \text{µeV}\times\ln\tfrac13=-42\ \text{µeV}.$$

Direct integration over the virtual processes with $D=3$ eV changes this by 0.03 µeV. If the lead magnetisations stay fixed, a field on the dot of $|\Delta|/(g\mu_B)=91$ mT, in the appropriate direction, would cancel the splitting to lowest order in $\Gamma$. Higher orders raise the field at which the dot spin vanishes by roughly 8%, because fluctuations reduce the moment on which the field acts. With a gate lever arm of 0.1, the 1 meV between this level position and the centre corresponds to 10 mV on the gate; 10 mV on the other side of the centre gives $+42$ µeV. Near the centre the slope is $-38$ µeV per meV of level energy.

Since $kT=8.6$ µeV at 0.1 K, a two-state Boltzmann distribution, valid in equilibrium with no bias between the contacts, gives a population difference $\tanh(|\Delta|/2kT)\approx0.98$ between the two spin states; at 1 K it is only 0.24. The spin found on the dot itself is smaller by roughly a further fifth, about 0.8 at 0.1 K. Virtual charge excursions account for about a tenth, and the rest comes from low-energy processes beyond second order, such as spin-flip exchange with the leads. The splitting itself hardly changes: the expansion gives $-0.004$ µeV at 0.1 K. What heating removes first is the preference for the lower state.

The perturbation expansion requires small charge fluctuations. Their weight is the sum of squared amplitudes, $V^2$ over the squared cost, which for a wide band gives

$$W_\sigma=\frac{1}{2\pi}\left(\frac{\Gamma_\sigma}{|\varepsilon|}+\frac{\Gamma_{-\sigma}}{U+\varepsilon}\right).$$

Here $W_\uparrow=0.098$ and $W_\downarrow=0.072$. Near $\varepsilon=0$ or $-U$ this weight grows and the logarithm diverges. The formula fails there once the distance to the charge transition is comparable with $\Gamma$ or $kT$. At $\varepsilon=-0.2U$ it gives $-53$ µeV, but $|\varepsilon|$ is then only $2\Gamma$.

Higher orders can be estimated by exact diagonalization with small leads whose levels represent logarithmically spaced slices of a band of half-width 20 meV. At $\varepsilon=-1$ meV, six levels give $-32.4$ µeV in second order and $-30.9$ µeV exactly for that lead; eight levels give $-34.0$ and $-32.3$ µeV. The reduction is about 5% of the second-order value in each case. The second-order values themselves fall short of 42 µeV because the band is narrow and coarsely sampled, so only the relative change is meaningful, and that only roughly: eight levels with slice edges falling by a factor 2.5 or 8, instead of the 4 used here, give reductions of 6% and 13%. The second figure is not a correction to $\Delta$. In that lead the cheapest spin-flip pair costs 39 µeV, comparable with $|\Delta|$, and the lowest state of the $\downarrow$ sector mixes with a flipped dot spin. The difference of sector energies measures $\Delta$ only while this cost is well above $|\Delta|$. For the six-level lead at $\Gamma/100$ and $\Gamma/200$, the relative deviations are $2.0\times10^{-4}$ and $1.0\times10^{-4}$: the first correction to $\Delta$ is smaller than $\Delta$ by one power of $\Gamma$.

Such leads cannot resolve very low energies, where repeated spin flips build up the Kondo effect. Its scale follows from the exchange $J\,\mathbf S\cdot\mathbf s$ between the dot spin and a lead electron. For a lead level at the Fermi energy, the Pauli principle blocks transfer in the triplet. The singlet couples with amplitude $\sqrt2V$ to each of the two doubly occupied configurations, so

$$J=E_{\rm triplet}-E_{\rm singlet}=2V^2\left(\frac1{|\varepsilon|}+\frac1{U+\varepsilon}\right).$$

For an estimate, ignore the polarization and let $\rho$ be the lead density of states per spin. Remove lead states in thin shells of width $\delta E$ at energies $\pm E$. Scattering through an empty shell state and through a filled one contribute with opposite signs and opposite order of the dot-spin operators, so together they give

$$-\frac{J^2\rho\,\delta E}{E}\sum_{ab}[S^b,S^a]\,s^bs^a=+\frac{J^2\rho\,\delta E}{E}\,\mathbf S\cdot\mathbf s .$$

The coupling $j=\rho J$ therefore grows as $dj/d\ln(1/E)=j^2$, and $1/j$ reaches zero at $E_K\sim E_0e^{-1/j_0}$. The starting energy $E_0$ is the smaller of $|\varepsilon|$ and $U+\varepsilon$, and $j_0=\Gamma U/[\pi|\varepsilon|(U+\varepsilon)]$. At $\varepsilon=-1$ meV, $j_0=0.17$ and $E_K\sim3$ µeV, well below $|\Delta|$. At the centre $E_K\sim0.8$ µeV exceeds the vanishing $\Delta$, but it corresponds to about 9 mK, below the assumed temperature.

Of the assumptions sized here, the symmetric band and the absence of a stray field matter most. With rough nickel-like values $D=3$ eV and $S=0.3$ eV, $\lambda=\ln(3.15/2.85)=0.100$ and $\Delta_0\approx13$ µeV, about 30% of $|\Delta|$. The splitting at $\varepsilon=-1$ meV becomes $-29$ µeV, and the zero moves from $-2.00$ to $-1.67$ meV, about 3 mV on the gate. Nickel's density of states is far from flat, and the offset depends on the widths over the whole band, so this example fixes neither its size nor its sign. For instance, add to each flat width a Gaussian peak as high as the flat part, with standard deviation 0.5 eV, centred 1 eV below the Fermi energy and shifted with its band. With the widths at the Fermi energy unchanged, the offset at the centre becomes about 54 µeV, more than $|\Delta|$. With the peak centred 1 eV above the Fermi energy instead, it is about $-51$ µeV. A stray field of 20 mT from the contacts, if it lies along the magnetisation axis, would add a Zeeman splitting of 9 µeV, with a sign set by its direction. Across that axis it would change the size of the splitting by only about 1 µeV.

A second, empty orbital 3 meV higher matters less, as long as the leads do not mix it with the first. If it has the same widths and there is no exchange inside the dot, an electron of either spin can enter it at equal cost, and both dot states shift alike. Suppose instead that the two-electron singlet lies 0.3 meV above the triplet, with entry costs from the Fermi energy of $E_S=6.3$ and $E_T=6.0$ meV. An entering electron parallel to the dot spin forms a triplet; an antiparallel one forms singlet and triplet with weight one half each. The subtraction then gives $-(P\Gamma/2\pi)\ln(E_S/E_T)=-0.9$ µeV. This value leaves out mixing of the two orbitals through the leads, which enters the energy at order $\Gamma^2$ divided by the spacing, here 53 µeV before numerical factors. Its effect on the splitting can be much smaller: if both orbitals couple equally to one shared set of lead levels, with no exchange inside the dot, exact diagonalization with the six- and eight-level leads changes the splitting by about 0.5 µeV or less. Other coupling patterns have not been sized. Spin-orbit coupling, which is strong in InAs and spoils spin conservation, is also left out and has not been sized. The numerical output lists the splitting at further gate positions.

## Calculated quantities

```
U = 4.0 meV, mean width Gamma = 0.4 meV, P = 0.3
Gamma_up = 0.52 meV, Gamma_down = 0.28 meV
g = 8, T = 0.1 K, gate lever arm = 0.1
prefactor P*Gamma/pi = 38.20 ueV
eps/U, eps (meV), gate from centre (mV), Delta formula, quadrature (ueV):
  -0.80  -3.20    12.0    52.95    52.92
  -0.75  -3.00    10.0    41.96    41.94
  -0.60  -2.40     4.0    15.49    15.48
  -0.50  -2.00     0.0     0.00     0.00
  -0.40  -1.60    -4.0   -15.49   -15.48
  -0.25  -1.00   -10.0   -41.96   -41.94
  -0.20  -0.80   -12.0   -52.95   -52.92
slope dDelta/deps at centre = -38.20 ueV/meV (numerical -38.17)
values below at eps = -1.00 meV unless stated
Delta = -41.96 ueV
compensating field |Delta|/(g muB) = 90.6 mT
kT at 0.1 K = 8.62 ueV, |Delta|/kT = 4.87
thermal spin polarization at 0.1 K = 0.985
thermal spin polarization at 1.0 K = 0.239
thermal change of Delta at 0.1 K = -0.0041 ueV
test at kT = 0.3 meV: formula -47.54, quadrature -47.52 ueV
band half-width D = 3.0 eV, finite-D change of Delta = 0.025 ueV
rigid band splitting S = 0.3 eV: offset = 12.74 ueV
  Delta with offset = -29.22 ueV
  zero moves from -2.00 to -1.669 meV (root of quadrature -1.669 meV)
charge admixture: up 0.098, down 0.072
6-level lead: second order -32.42, exact -30.92 ueV, change -4.6 %
8-level lead: second order -33.99, exact -32.32 ueV, change -4.9 %
weak coupling, Gamma/100 and Gamma/200: relative deviations 2.04e-04, 1.01e-04
Gamma = U, eps = -U/2: |exact splitting| below 1e-9 meV: True
  same with upper lead levels stretched by 1.5: 38.6 ueV
two-site exchange J: exact 0.26661, formula 0.26667 ueV (V = 10 ueV)
Kondo scale (order of magnitude) at eps = -1.0 meV: 2.77 ueV = 32 mK
Kondo scale (order of magnitude) at eps = -2.0 meV: 0.78 ueV = 9 mK
stray field 20 mT: Zeeman splitting = 9.26 ueV
second orbital (spacing 3.0, exchange 0.3 meV): -0.93 ueV
```
